# Rayleigh-quotient multigrid: the quadratic step, coarse operators and the penalty shift

## Definitions and conventions

The algebra is in atomic units; numbers are in eV and Å. A real-space discretisation with the potential held fixed gives $Hu=\lambda Bu$, where $H$ and $B$ are real symmetric $N\times N$ matrices and $B$ is positive definite. The eigenpairs obey $\lambda_0<\lambda_1<\dots$ and $u_j^TBu_k=\delta_{jk}$. The Rayleigh quotient is $R(u)=u^THu/u^TBu$. With $u=\sum_n y_nu_n$ it equals $\sum\lambda_ny_n^2/\sum y_n^2$, a weighted mean whose minimum is $\lambda_0$.

Level 0 is the fine grid. The matrix $p_\ell$ interpolates from level $\ell$ to level $\ell-1$, and $P_\ell=p_1\cdots p_\ell$, $P_0=I$. A relaxation replaces $u$ by $u+\alpha d$, where $d=P_\ell e_i$ is a unit vector of level $\ell$ carried to the fine grid and $\alpha$ minimises the fine-grid $R$. The settings left to the user are the levels, the coarse operators, the penalty shifts $q_j$ for excited states and the stencil.

The numbers refer to a model: one electron in the well $V=\tfrac12\omega^2x^2$, $\hbar\omega=2$ eV, with zero boundary values on a 24 Å box, 255 points ($h=0.09375$ Å) and linear interpolation through 127, 63, 31, 15 and 7 points. With $T=\mathrm{tridiag}(-1,2,-1)$,
$$A=\frac{T}{2h^2},\qquad B=I-\frac{T}{12},\qquad H=A+\tfrac12(BV+VB).$$
The last section explains the symmetrised form. The numerical check is printed after the text.

## The step

Define $n_0=u^THu$, $n_1=d^THu$, $n_2=d^THd$, and $d_0,d_1,d_2$ likewise with $B$. Symmetry makes the two cross terms equal, so
$$R(\alpha)=\frac{\mathcal N}{\mathcal D}=\frac{n_0+2n_1\alpha+n_2\alpha^2}{d_0+2d_1\alpha+d_2\alpha^2},$$
and $R'=(\mathcal N'\mathcal D-\mathcal N\mathcal D')/\mathcal D^2$ with
$$\tfrac12(\mathcal N'\mathcal D-\mathcal N\mathcal D')=(n_1+n_2\alpha)\mathcal D-(d_1+d_2\alpha)\mathcal N .$$
The coefficients are: $\alpha^0$, $n_1d_0-n_0d_1$; $\alpha^1$, $2n_1d_1+n_2d_0-2n_1d_1-n_0d_2$; $\alpha^2$, $n_1d_2+2n_2d_1-n_2d_1-2n_1d_2$; $\alpha^3$, $n_2d_2-n_2d_2=0$. Hence $R'=2(a\alpha^2+b\alpha+c)/\mathcal D^2$ with
$$a=n_2d_1-n_1d_2,\qquad b=n_2d_0-n_0d_2,\qquad c=n_1d_0-n_0d_1 .$$
Here $c/d_0=d^T(H-RB)u$ is the residual seen by $d$, and $b/d_0=d^T(H-RB)d$, with $R=n_0/d_0$.

The roots are real. On the plane spanned by $u$ and $d$ (not parallel) the Ritz values $\mu_\pm$ solve
$$(n_0-\mu d_0)(n_2-\mu d_2)-(n_1-\mu d_1)^2=s\mu^2-t\mu+v=0,$$
with $s=d_0d_2-d_1^2>0$ by the Cauchy–Schwarz inequality, $t=n_0d_2+n_2d_0-2n_1d_1$ and $v=n_0n_2-n_1^2$. In $t^2-4sv$ the terms $4n_1^2d_1^2$ cancel, and $(n_0d_2+n_2d_0)^2-4n_0n_2d_0d_2=b^2$, which leaves
$$t^2-4sv=b^2-4\,[\,n_0n_1d_1d_2+n_1n_2d_0d_1-n_1^2d_0d_2-n_0n_2d_1^2\,].$$
The bracket is the product $ac$ multiplied out. The discriminant of $s\mu^2-t\mu+v$ is also $s^2(\mu_+-\mu_-)^2$, and $\mu_\pm$ are real for a symmetric definite pencil, so
$$\Gamma\equiv b^2-4ac=s^2(\mu_+-\mu_-)^2\ge0 .$$
At a root $R''=2(2a\alpha+b)/\mathcal D^2$ and $2a\alpha+b=\pm\sqrt\Gamma$, so for $\Gamma>0$ the minimum takes the plus sign, whatever the sign of $a$. Multiplying $(\sqrt\Gamma-b)/2a$ above and below by $\sqrt\Gamma+b$ gives a second form:
$$\alpha=\frac{-2c}{b+\sqrt\Gamma}\quad(b\ge0),\qquad \alpha=\frac{\sqrt\Gamma-b}{2a}\quad(b<0).$$
Each form adds numbers of one sign and so avoids cancellation between $b$ and $\sqrt\Gamma$. The stationary directions of $R$ in the plane are its two Ritz vectors, so this root gives $\mu_-\le R(u)$ and the other gives $\mu_+$; no relaxation raises the fine-grid quotient. At a root $R=\mathcal N'/\mathcal D'=(n_1+n_2\alpha)/(d_1+d_2\alpha)$ when $\mathcal D'\neq0$. The program tests the root choice against $2\times2$ diagonalisation on random pencils with both signs of $b$.

The case $b<0$ means $R(d)<R(u)$, so the single coarse function is better than the current vector. If also $a=0$, then $d$ is a Ritz vector, the minimum lies at $\alpha=\infty$, and $u$ must be replaced by $d$. If $u$ is an excited eigenvector, $c=0$ for every $d$, and wherever $b>0$ the step is zero; such a vector can be a fixed point, so it should not serve as a start.

## Coarse operators

For $d=P_\ell e_i$ define $H_\ell=P_\ell^THP_\ell$, $B_\ell=P_\ell^TBP_\ell$, $g=P_\ell^THu$, $m=P_\ell^TBu$. Then $n_1=g_i$, $n_2=(H_\ell)_{ii}$, $d_1=m_i$, $d_2=(B_\ell)_{ii}$. After a step $P_\ell^TH(u+\alpha P_\ell e_i)=g+\alpha H_\ell e_i$, so the updates are
$$g\to g+\alpha H_\ell e_i,\quad m\to m+\alpha B_\ell e_i,\quad n_0\to\mathcal N(\alpha),\quad d_0\to\mathcal D(\alpha),$$
and $\alpha$ is added to component $i$ of a correction $x_\ell$. Since $P_{\ell+1}^T=p_{\ell+1}^TP_\ell^T$, going down means $g\to p_{\ell+1}^Tg$ and $m\to p_{\ell+1}^Tm$. Going up, $P_{\ell+1}x_{\ell+1}=P_\ell\delta$ with $\delta=p_{\ell+1}x_{\ell+1}$, so $x_\ell$, $g$ and $m$ gain $\delta$, $H_\ell\delta$ and $B_\ell\delta$, while $n_0$ and $d_0$ are already current. These are identities, and a relaxation costs one stencil of level $\ell$. The program tests a whole cycle, penalty included, against the same sequence of fine-grid $2\times2$ diagonalisations.

The identities need the Galerkin operators. A hat $(\tfrac12,1,\tfrac12)$ and its second neighbour are two fine points apart, so a tridiagonal matrix stays tridiagonal. Since $d^TTd'$ is the sum of products of first differences, one hat gives $4\cdot\tfrac14=1$ and neighbours give $2\cdot(-\tfrac14)$, so $p^TTp=T/2$ and $p^TAp=T/4h^2=2A_{2h}$: the kinetic part may be rediscretised with a factor 2 per level. The overlap may not: $p^Tp$ has the stencil $(\tfrac14,\tfrac32,\tfrac14)$, so $p^TBp=p^Tp-T/24=(\tfrac7{24},\tfrac{17}{12},\tfrac7{24})$, against $2B=(\tfrac16,\tfrac53,\tfrac16)$. After one cycle from the trial vector below, the tracked $n_0/d_0$ differs from the fine quotient by $2\times10^{-14}$ eV with Galerkin operators and by 0.17 eV when $H$ (potential included) and $B$ are both rediscretised. With rediscretised operators the descent proof no longer applies: the tracked quotient is not the fine one, a cycle can raise the fine-grid $R$, and convergence is not assured. In this model, with both operators rediscretised down to 7 points, the fine-grid error is still of order 0.1 eV after eight cycles, when the Galerkin cycle has converged. Evaluating the eigenvalue on the fine grid removes the bookkeeping error but does not restore convergence.

## One step in numbers

Take a Gaussian $e^{-x^2/2\sigma^2}$ with $\sigma=3$ Å (the oscillator length is 1.9519 Å), normalised to $d_0=1$, with $n_0=1.392854$ eV. For the level-3 hat at $x=0$ (spacing 0.75 Å), $n_1=0.468356$ eV, $n_2=108.451546$ eV, $d_1=1.056775$, $d_2=5.354167$. In eV, and evaluated before the factors are rounded for print,
$$a=108.451546\times1.056775-0.468356\times5.354167=112.1013,$$
$$b=108.451546-1.392854\times5.354167=100.9940,$$
$$c=0.468356-1.392854\times1.056775=-1.003578 .$$
Then $\sqrt\Gamma=(100.9940^2+4\times112.1013\times1.003578)^{1/2}=103.1978$ eV, $\alpha=2\times1.003578/(100.9940+103.1978)=9.8298\times10^{-3}$, and
$$R=\frac{0.468356+108.451546\,\alpha}{1.056775+5.354167\,\alpha}=1.38309\ \text{eV},$$
a gain of $9.76\times10^{-3}$ eV. The step is positive because the trial is too wide and lacks amplitude at the centre. The fine-grid step at the same point has $b=865.82$ eV, $c=-0.12871$ eV and gains $1.913\times10^{-5}$ eV, 510 times less.

The ratio follows from scaling. For small $c$, $R'\approx2(c+b\alpha)/d_0^2$, so $\alpha\approx-c/b$ and integrating $R'$ gives the gain $c^2/(bd_0^2)$. A level-$\ell$ hat has weights summing to $2^\ell$, so a residual smooth over the hat gives $c\propto2^\ell$; $p^TTp=T/2$ gives $b\propto2^{-\ell}$ while the kinetic term dominates. The gain scales as $8^\ell$, here 512. The separate ratios are 7.80 for $c$ and 8.57 for $b$, so the close match with 510 owes something to compensation.

## Convergence rate and the number of levels

Let $u=u_0+e$ with small $e$ and $M=H-\lambda_0B$, which is positive semidefinite with $Mu_0=0$. Then $R(u)-\lambda_0=u^TMu/u^TBu=e^TMe/u^TBu$, of second order. Therefore $c/d_0=d^TMe+O(e^2)$ and $b/d_0=d^TMd+O(e^2)$, with $d^TMd>0$ because $d$ is not parallel to $u_0$. The quadratic gives $\alpha=-c/b-a\alpha^2/b$, and to first order
$$e\to Qe,\qquad Q=I-\frac{dd^TM}{d^TMd},\qquad MQ=Q^TM,$$
$$(Qe)^TM(Qe)=e^TMe-\frac{(d^TMe)^2}{d^TMd}.$$
Split $M_\ell=P_\ell^TMP_\ell=D+L+U$ into diagonal, lower and upper parts. In a forward sweep step $i$ sees the corrections $j<i$: $D_{ii}x_i=-(P_\ell^TMe)_i-\sum_{j<i}L_{ij}x_j$. This is Gauss–Seidel, $e\to[I-P_\ell(D+L)^{-1}P_\ell^TM]e$; a backward sweep has $U$ in place of $L$.

Take a V-cycle with one forward sweep per level going down and one backward sweep going up. The descent is $F=Q_n\cdots Q_1$ and the ascent reverses it, so $E=Q_1\cdots Q_nF$. Moving $M$ through each factor gives $ME=Q_1^T\cdots Q_n^TMF=F^TMF$, symmetric and positive semidefinite. On vectors modulo $u_0$, $E$ is thus self-adjoint in the product $e^TMe'$, with largest eigenvalue
$$\rho=\max_e\frac{(Fe)^TM(Fe)}{e^TMe}<1 .$$
The inequality is strict because equality needs every step to vanish, and the fine-level steps then force $Me=0$. In the linear regime the eigenvalue error is multiplied per cycle by at most $\rho^2$, with equality on the slowest mode. The program computes $\rho$ from $E$ and tests it by one nonlinear cycle started on that mode.

On one grid,
$$E=[I-(D+U)^{-1}M][I-(D+L)^{-1}M]=I-C^{-1}M,$$
$$C^{-1}=(D+U)^{-1}[(D+L)+(D+U)-M](D+L)^{-1},$$
and the bracket is $D$, so $C=(D+L)D^{-1}(D+U)=M+LD^{-1}U$. To leading order in $h$, $D=1/h^2$, while $L$ and $U$ are $-1/2h^2$ times opposite shifts, so $LD^{-1}U\approx I/4h^2$. On smooth vectors $B\approx I$, the lowest nonzero eigenvalue of $M$ is $\Delta=\lambda_1-\lambda_0$, and
$$1-\rho\approx\frac{\Delta}{\Delta+1/4h^2}=\frac{4h^2\Delta}{1+4h^2\Delta}.$$
For 255 points $4h^2\Delta=0.009227$ and the estimate is $0.009227/1.009227=0.00914$, against the computed 0.00915; the program asserts agreement with the leading term $4h^2\Delta$.

| points | one grid | V-cycle, state 0 | V-cycle, state 3 |
|---|---|---|---|
| 63 | 0.87072 | 0.2118 | 0.3606 |
| 127 | 0.96435 | 0.2034 | 0.3497 |
| 255 | 0.99085 | 0.2008 | 0.3428 |

The V-cycle factor does not grow with refinement on these three grids and in fact falls slightly; this is a numerical finding for this model, without proof of mesh independence. One decade in the vector error takes 250.6 one-grid cycles or 1.43 V-cycles, and a V-cycle visits $255+127+63+31+15+7=498$ points per direction, about twice the fine grid.

The same estimate says a level of spacing $h_\ell$ removes the slowest mode efficiently once $4h_\ell^2\Delta$ is of order one, provided it still represents that mode. The hierarchy should reach that spacing; each halving of $h$ then calls for one more level. A further coarse level cannot raise $R$ in any step, so with Galerkin operators it is safe; that it adds little once it fails to resolve the state is a conjecture not tested here. When $\Delta$ is small, the spacing demanded may be too coarse to represent the state, and the estimate gives no assurance of a small $\rho$.

## The penalty for excited states

With $u_0,\dots,u_{k-1}$ known, minimise
$$\tilde R(u)=R(u)+\sum_{j<k}q_j\frac{(u_j^TBu)^2}{u^TBu}.$$
Both terms share the denominator, so $\tilde R$ is the quotient of $\tilde H=H+\sum_jq_jw_jw_j^T$ with $w_j=Bu_j$. Since $w_j^Tu_n=\delta_{jn}$, $\tilde Hu_n=(\lambda_n+q_n)Bu_n$ for $n<k$ and $\lambda_nBu_n$ otherwise. The eigenvectors are unchanged and
$$\min\tilde R=\min\big(\lambda_k,\ \min_{j<k}(\lambda_j+q_j)\big).$$
The minimiser is $u_k$ when $q_j>\lambda_k-\lambda_j$ for all $j<k$. If levels are degenerate the formula for the minimum still holds, and a partner of $u_j$ needs $q_j>0$.

Everything above carries over with $\tilde H$ for $H$, and the dense term is never formed. Keep $s_j=w_j^Tu$ and $w_j^\ell=P_\ell^Tw_j$; then $d^Tw_j=(w_j^\ell)_i$ and
$$n_0=u^THu+\sum_jq_js_j^2,\quad n_1=g_i+\sum_jq_js_j(w^\ell_j)_i,$$
$$n_2=(H_\ell)_{ii}+\sum_jq_j(w_j^\ell)_i^2,\quad s_j\to s_j+\alpha(w_j^\ell)_i .$$
The extra work is $O(k)$ per step. The rate analysis holds with $M=\tilde H-\lambda_kB$.

With $q=10$ eV for all lower states and random starts, the four lowest levels come out as 0.999999940, 2.999999653, 4.999998868 and 6.999997250 eV (0.036749320 Ha for the first, 0.257245154 Ha for the last), after 12, 13, 14 and 16 cycles to a common residual threshold, and they pass a test against dense diagonalisation of the same pencil. For state 0 the error $\tilde R-\lambda$ goes from $6.68\times10^{-6}$ to $2.07\times10^{-7}$ eV in cycle 4, a factor 0.031 under the bound $0.2008^2=0.040$; for state 3 the factor is $7.21\times10^{-6}/1.35\times10^{-4}=0.053$ under $0.3428^2=0.118$.

## Choosing the shift

Below the threshold the method converges to the wrong state with a vanishing residual. With $q=1$ eV, less than $\Delta=2$ eV, the search for state 1 returns 1.999999940 eV $=\lambda_0+q$ and overlap 1.000000000 with $u_0$. The signature is a penalty term that does not vanish, so $\tilde R-R$ should be inspected at convergence.

Near the threshold, errors in the lower state are amplified. Let the penalty use $\tilde u_0=\sum_nt_nu_n$, the normalised form of $u_0+\sum_{n\ge1}\varepsilon_nu_n$, so $t_0^2=1+O(\varepsilon^2)$ and $t_n^2=\varepsilon_n^2[1+O(\varepsilon^2)]$. In the eigenbasis the problem is $(\lambda_n-\mu)y_n=-qt_n(t\cdot y)$. Dividing by $\lambda_n-\mu$, multiplying by $t_n$ and summing gives
$$1+q\sum_n\frac{t_n^2}{\lambda_n-\mu}=0 .$$
Put $\mu=\lambda_1+\delta$. The $n=1$ term is $-qt_1^2/\delta$, the $n=0$ term is $-q/\Delta+O(\varepsilon^2)$, and the rest are $O(\varepsilon^2)$. Hence $qt_1^2/\delta=1-q/\Delta+O(\varepsilon^2)$ and
$$\delta=-\varepsilon_1^2\,\frac{q\Delta}{q-\Delta}+O(\varepsilon^4),$$
for $q-\Delta$ not small. At leading order the admixture of the sought state alone matters, and the result lies below $\lambda_1$: the penalised minimum is then no upper bound. With admixtures $0.002,-0.001,0.0015,0.0025$ of states 1 to 4, $\delta=-(0.002)^2\times10\times2/8=-1.0000\times10^{-5}$ eV, as the tested run finds. The factor $q/(q-\Delta)$ tends to 1 for large $q$ and diverges at threshold, where the expansion fails.

In this model large shifts slow the cycle. For state 3, $\rho$ is 0.3598, 0.3428, 0.6636 and 0.9567 at $q=7,10,100,1000$ eV; the program asserts the rise from 10 to 1000 eV. For smooth $w_j$, $(w^\ell_j)_i^2\propto4^\ell$ while the kinetic diagonal falls as $2^{-\ell}$, so the ratio of the penalty to the kinetic part of $b$ grows as $8^\ell$ as long as $w_j$ is smooth over the hat, and the penalty shortens coarse steps first. That this is what raises $\rho$ is a conjecture. At 7 eV the shifted ground level is 1 eV above $\lambda_3$, closer than state 4, and $\rho$ is slightly higher than at 10 eV.

A choice consistent with these results is $q_j=\lambda_k-\lambda_j+Q$, with $\lambda_k$ estimated from above and $Q$ comparable to or a few times $\lambda_{k+1}-\lambda_k$. For $Q\ge\lambda_{k+1}-\lambda_k$ the lowest gap of $M$ is the physical one, and the amplification is $q_j/Q=1+(\lambda_k-\lambda_j)/Q$, moderate only while $\lambda_k-\lambda_j$ is at most a few times $Q$; a level far below $\lambda_k$ needs a large $q_j$ and its errors are amplified accordingly. With one lower state, $\varepsilon^2q\Delta/(q-\Delta)$ must be below the eigenvalue tolerance wanted for the sought state, $\varepsilon$ being the admixture of that state in the lower one. With several lower states the contributions add at leading order, and their sum must be below the tolerance.

The overlap in the penalty must carry $B$. Eigenvectors of a symmetric pencil are $B$-orthogonal, and $u_0^Tu_2=u_0^T(I-B)u_2=u_0^TTu_2/12=O(h^2)$. A Euclidean penalty vector $u_0/\|u_0\|$ therefore acts as an admixture of that size and shifts the minimum by $O(h^4)$. In the search for state 2 both $u_0$ and $u_1$ are penalised, but $u_1$ is odd and has zero overlap with the even states, so in the even sector the single-penalty formula applies with $\lambda_2-\lambda_0$ as the gap. On 63 points $|u_0^Tu_2|=2.175\times10^{-3}$, and the formula with a 4 eV gap estimates $-(2.175\times10^{-3})^2\times10\times4/6=-3.15\times10^{-5}$ eV; the computed shift of $\lambda_2$ is $-3.14\times10^{-5}$ eV, against $10^{-14}$ eV with the $B$ overlap.

## The Mehrstellen stencil

The compact fourth-order scheme reads $(A+BV)\psi=\lambda^MB\psi$, and $BV$ is not symmetric. Since $u^TBVu=u^TVBu$, its quotient equals that of $H=A+\tfrac12(BV+VB)$, so minimisation solves the symmetrised pencil, with eigenpairs $\lambda^S,u$. The difference can be computed. Let $\beta=B^{1/2}$, which commutes with $A$ because both are functions of $T$. The scheme is $(B^{-1}A+V)\psi=\lambda^M\psi$. The pencil $(A+\beta V\beta)u=\lambda\beta^2u$, multiplied by $\beta^{-1}$, is the same equation for $\psi=\beta u$. Moreover $[\beta,[\beta,V]]=BV-2\beta V\beta+VB$, so
$$H=A+\beta V\beta+\tfrac12[\beta,[\beta,V]] .$$
On smooth functions $T=-h^2\partial^2+O(h^4)$ and $\beta=1+h^2\partial^2/24+\dots$, so the last term is $\tfrac12(h^2/24)^2[\partial^2,[\partial^2,V]]$ at leading order. For smooth $V$, $\lambda^S-\lambda^M$ and $\beta u-\psi$ are $O(h^4)$, while $u-\psi$ is $O(h^2)$.

For the oscillator $[\partial^2,V]=\omega^2(1+2x\partial)$ and $[\partial^2,2x\partial]=4\partial^2$, so the perturbation is $h^4\omega^2\partial^2/288$. With $\langle\partial^2\rangle_n=-(n+\tfrac12)\omega$,
$$\lambda^S_n-\lambda^M_n=-h^4\omega^3(2n+1)/576 .$$
The error of $\lambda^M$ follows from a plane wave with $\theta=kh$: $T=4\sin^2(\theta/2)=\theta^2-\theta^4/12+\theta^6/360$, and $T/(1-T/12)=T+T^2/12+T^3/144+\dots$ has no $\theta^4$ term and the $\theta^6$ coefficient $\tfrac1{360}-\tfrac1{72}+\tfrac1{144}=-\tfrac1{240}$. Dividing by $2h^2$, $B^{-1}A=\hat p^2/2-h^4\hat p^6/480$. With $\hat p=i\sqrt{\omega/2}\,(\hat a^\dagger-\hat a)$, the vector $(\hat a^\dagger-\hat a)^3|n\rangle$ has squared components $(n+1)(n+2)(n+3)$, $9(n+1)^3$, $9n^3$ and $n(n-1)(n-2)$; the second arises because the three orderings of $\hat a^\dagger\hat a^\dagger\hat a$ give $[n+(n+1)+(n+2)]\sqrt{n+1}$, and the third likewise. Their sum is $5(4n^3+6n^2+8n+3)$. Multiplying by $(\omega/2)^3/480$,
$$\lambda_n^S-(n+\tfrac12)\omega=-h^4\omega^3\left[\frac{4n^3+6n^2+8n+3}{768}+\frac{2n+1}{576}\right]$$
at leading order in $h$, with the box walls neglected. On 255 points $h^4\omega^3/576=1.8478\times10^{-8}$ eV against the computed $\lambda_0^M-\lambda_0^S=1.8467\times10^{-8}$ eV. For $n=0$ the bracket is $(576/256+1)/576$, giving $-3.25\times1.8478\times10^{-8}=-6.005\times10^{-8}$ eV relative to the continuum level, where the solver finds $-6.0055\times10^{-8}$ eV; for $n=3$ the law gives $-2.749\times10^{-6}$ eV and the solver $-2.750\times10^{-6}$ eV. The four computed levels lie below the continuum ones, so the minimised quotient is an upper bound on the grid eigenvalue and not on the continuum level. From 127 to 255 points $\|u-\psi\|$, for $u$ scaled to unit length, falls from $2.718\times10^{-4}$ to $6.796\times10^{-5}$, a factor 4.0, and $\|\beta u-\psi\|$ from $1.040\times10^{-7}$ to $6.525\times10^{-9}$, a factor 15.9. A density of fourth-order quality should therefore be built as $(\beta u)^2$ and not as $u^2$. Since $\beta=1-T/24+O(h^4)$, point by point $(\beta u)^2=u^2-u\,(Tu)/12+O(h^4)=u\,(Bu)+O(h^4)$, so the product $u\,(Bu)$ serves to the same order and needs no matrix square root.

## Computed results

```
hbar omega = 2.000 eV, box = 24.000 A, q = 10.000 eV
levels = [255, 127, 63, 31, 15, 7] points, h = 0.09375 A
oscillator length = 1.9519 A, 1/h^2 (diag of A) = 866.983 eV
trial: Gaussian, width 3.000 A, B-normalised; steps at x = 0
level 3: spacing = 0.75000 A
 n0,n1,n2 = 1.392854 0.468356 108.451546 eV
 d0,d1,d2 = 1.000000 1.056775 5.354167
 a,b,c = 112.101259 100.993974 -1.003578 eV, sqrt disc = 103.197831 eV
 alpha = 9.829758e-03, -c/b = 9.937008e-03
 new R = 1.383090 eV, gain = 9.7635e-03 eV, c^2/b = 9.9726e-03 eV
level 0: spacing = 0.09375 A
 n0,n1,n2 = 1.392854 0.056224 866.982596 eV
 d0,d1,d2 = 1.000000 0.132773 0.833333
 a,b,c = 115.065366 865.821884 -0.128710 eV, sqrt disc = 865.856094 eV
 alpha = 1.486540e-04, -c/b = 1.486569e-04
 new R = 1.392835 eV, gain = 1.9133e-05 eV, c^2/b = 1.9134e-05 eV
|tracked - fine R|: Galerkin 1.8e-14 eV, rediscretised 1.696e-01 eV
state 0: RQMG 0.999999940 eV (0.036749320 Ha), eigh 0.999999940 eV, 12 cycles
  minus continuum -6.0055e-08 eV, h^4 law -6.0052e-08 eV
  R-lam, cycles 0-4: 1.08e+03 9.40e-03 2.26e-04 6.68e-06 2.07e-07 eV
state 1: RQMG 2.999999653 eV (0.110247954 Ha), eigh 2.999999653 eV, 13 cycles
  minus continuum -3.4652e-07 eV, h^4 law -3.4646e-07 eV
  R-lam, cycles 0-4: 8.83e+02 4.72e-02 1.21e-03 4.00e-05 1.42e-06 eV
state 2: RQMG 4.999998868 eV (0.183746569 Ha), eigh 4.999998868 eV, 14 cycles
  minus continuum -1.1322e-06 eV, h^4 law -1.1318e-06 eV
  R-lam, cycles 0-4: 1.19e+03 4.94e-02 1.29e-03 4.46e-05 1.80e-06 eV
state 3: RQMG 6.999997250 eV (0.257245154 Ha), eigh 6.999997250 eV, 16 cycles
  minus continuum -2.7500e-06 eV, h^4 law -2.7486e-06 eV
  R-lam, cycles 0-4: 1.09e+03 9.66e-02 3.05e-03 1.35e-04 7.21e-06 eV
N=63: rho one grid 0.87072, MG state0 0.2118, MG state3 0.3606
N=127: rho one grid 0.96435, MG state0 0.2034, MG state3 0.3497
N=255: rho one grid 0.99085, MG state0 0.2008, MG state3 0.3428
N=255 one grid: 1-rho = 0.00915, 4 h^2 gap = 0.00923
cycles per decade of vector error: 250.6 1.43 2.15
state3 rho vs q: 7 eV 0.3598, 100 eV 0.6636, 1000 eV 0.9567
q = 1.000 eV: minimum 1.999999940 eV, overlap with u0 1.000000000
admixtures eps1-4 = [0.002, -0.001, 0.0015, 0.0025]
shift of lam1 = -1.00000e-05 eV, law = -1.00000e-05 eV
N=63 state2 shift: B overlap 9.8e-15 eV, Euclidean -3.140e-05 eV, u0.u2 2.175e-03
N=127: lamM-lamS 2.9496e-07 eV, law 2.9564e-07 eV
   |u-psi| 2.718e-04, |B^1/2 u-psi| 1.040e-07
N=255: lamM-lamS 1.8467e-08 eV, law 1.8478e-08 eV
   |u-psi| 6.796e-05, |B^1/2 u-psi| 6.525e-09
unsymmetrised quotient of RQMG u0 lies 1.8467e-08 eV below lamM
```
